\section*{Van Vleck-Weisskopf and Lorentz absorption as the resonance frequency vanishes}

\section{What is held fixed}

\textbf{Q.} A Lorentz oscillator and a collision-broadened line look alike near a narrow resonance. Why should they disagree when the resonance frequency goes to zero? And if there is no resonance left, what is there to absorb?

\textbf{A.} The answer depends on what is held fixed, so I start there. Let the field be the real part of $E_0e^{-i\omega t}$, with $\omega>0$, and the polarization the real part of $\varepsilon_0\chi E_0e^{-i\omega t}$. The mean power absorbed per volume is then $\tfrac12\varepsilon_0\omega\chi''|E_0|^2$, with $\chi''=\operatorname{Im}\chi$, so loss means $\chi''>0$. I lower the resonance frequency $\omega_0$ at fixed static susceptibility $\chi_0$ and fixed damping. For the Lorentz oscillator,
\begin{equation}
\chi_L=\frac{\chi_0\omega_0^2}{\omega_0^2-\omega^2-i\Gamma\omega},
\label{eq:lor}
\end{equation}
the damping is $\Gamma$. For the collision model it is the collision rate $\gamma=1/\tau$.

\textbf{Q.} Fixing $\chi_0$ looks artificial. A charge $q$ of mass $m$ on a spring has $\chi_0\propto q^2/(m\omega_0^2)$, which diverges.

\textbf{A.} For that charge the limit is indeed different. With $F=\chi_0\omega_0^2$ fixed, equation \eqref{eq:lor} tends to $-F/(\omega^2+i\Gamma\omega)$, the Drude response of a free charge, whose loss $F\Gamma/[\omega(\omega^2+\Gamma^2)]$ is finite. A thermal dipole that flips between two orientations behaves otherwise. Take
\begin{equation}
H=\tfrac12\hbar\omega_0\sigma_z-dE(t)\sigma_x ,
\end{equation}
where $d$ is the dipole matrix element along the field. The Heisenberg equation $\dot\sigma=(i/\hbar)[H,\sigma]$ and the commutators of the Pauli matrices give
\begin{align}
\dot\sigma_x&=-\omega_0\sigma_y, &
\dot\sigma_y&=\omega_0\sigma_x+\frac{2dE}{\hbar}\sigma_z .
\end{align}
Differentiating the first and inserting the second,
\begin{equation}
\ddot\sigma_x+\omega_0^2\sigma_x=-\frac{2\omega_0dE}{\hbar}\sigma_z .
\end{equation}
To first order in $E$ the right side needs $\langle\sigma_z\rangle$ at zero field, which is $-\tanh(\hbar\omega_0/2kT)$. The mean dipole $p=d\langle\sigma_x\rangle$ therefore obeys
\begin{equation}
\ddot p+\omega_0^2p=\omega_0^2\alpha E,\qquad
\alpha=\frac{2d^2}{\hbar\omega_0}\tanh\frac{\hbar\omega_0}{2kT}.
\label{eq:eom}
\end{equation}
Since $\tanh x\to x$ for small $x$, $\alpha\to d^2/kT$ as $\omega_0\to0$. The vanishing population difference cancels the factor $1/\omega_0$. For $N$ such dipoles per volume, dilute enough that each feels the applied field, $\chi_0=N\alpha/\varepsilon_0$ stays finite.

\section{What a collision does}

\textbf{Q.} Equation \eqref{eq:eom} has no damping. Where do collisions enter?

\textbf{A.} Through three assumptions. Collisions are instantaneous. They occur at random with rate $\gamma$, so the time $\theta$ since the last one has probability density $\gamma e^{-\gamma\theta}$. And each collision leaves the dipole in thermal equilibrium with the field of that instant, which is the Van Vleck-Weisskopf assumption.

Equilibrium in a constant field $E$ follows from the level splitting $\hbar\Omega$, with $\Omega^2=\omega_0^2+(2dE/\hbar)^2$:
\begin{equation}
\langle\sigma_x\rangle=\frac{2dE}{\hbar\Omega}\tanh\frac{\hbar\Omega}{2kT}
\simeq\frac{2dE}{\hbar\omega_0}\tanh\frac{\hbar\omega_0}{2kT},
\end{equation}
so $p=\alpha E$ to first order. Since $H$ contains no $\sigma_y$, $\langle\sigma_y\rangle=0$ and hence $\dot p=0$. With these initial values at time $t-\theta$, the solution of \eqref{eq:eom} is
\begin{equation}
p(t)=\alpha E(t-\theta)\cos\omega_0\theta
+\int_0^\theta\!\alpha\omega_0\sin(\omega_0v)\,E(t-v)\,dv .
\end{equation}

\textbf{Q.} And the average over $\theta$?

\textbf{A.} Use the complex field, $E(t-v)=E(t)e^{i\omega v}$, and put $s=\gamma-i\omega$. In the driven term, exchange the integrations. The weight of all $\theta>v$ is $\int_v^\infty\gamma e^{-\gamma\theta}d\theta=e^{-\gamma v}$, so this term gives
\begin{equation}
\alpha\omega_0\int_0^\infty e^{-sv}\sin(\omega_0v)\,dv
=\frac{\alpha\omega_0^2}{s^2+\omega_0^2}.
\label{eq:driven}
\end{equation}
The value set by the collision gives
\begin{equation}
\alpha\gamma\int_0^\infty e^{-s\theta}\cos(\omega_0\theta)\,d\theta
=\frac{\alpha\gamma s}{s^2+\omega_0^2}.
\label{eq:reset}
\end{equation}
Add the two, multiply by $N/\varepsilon_0$ and write $\gamma=s+i\omega$ in the numerator:
\begin{equation}
\chi_V=\chi_0\frac{\omega_0^2+s^2+i\omega s}{s^2+\omega_0^2}
=\chi_0\left[1+\frac{i\omega s}{s^2+\omega_0^2}\right].
\label{eq:vvw}
\end{equation}

\textbf{Q.} I know the Van Vleck-Weisskopf shape as a sum of two peaks.

\textbf{A.} Partial fractions show them:
\begin{equation}
\frac{s}{s^2+\omega_0^2}=\frac12\left[
\frac1{\gamma-i(\omega-\omega_0)}+\frac1{\gamma-i(\omega+\omega_0)}\right].
\end{equation}
The real part of $1/(\gamma-ix)$ is $\gamma/(\gamma^2+x^2)$, and $\operatorname{Im}(i\omega z)=\omega\operatorname{Re}z$. Therefore
\begin{equation}
\chi_V''=\frac{\chi_0\omega}{2}\left[
\frac{\gamma}{\gamma^2+(\omega-\omega_0)^2}
+\frac{\gamma}{\gamma^2+(\omega+\omega_0)^2}\right].
\label{eq:loss}
\end{equation}
The averaging was also tested without these formulas, by propagating density matrices from thermal states at $kT=3\hbar\gamma$. For $(\omega_0,\omega)=(1.3,0.7)\gamma$ and $(0.4,1.5)\gamma$ the result differs from \eqref{eq:vvw} by at most $5.1\times10^{-9}\chi_0$.

\section{The vanishing resonance}

\textbf{Q.} Now let $\omega_0$ go to zero.

\textbf{A.} Equation \eqref{eq:vvw} becomes
\begin{equation}
\chi_V\to\chi_0\left(1+\frac{i\omega}{s}\right)
=\chi_0\frac{\gamma}{\gamma-i\omega}
=\frac{\chi_0}{1-i\omega\tau}\equiv\chi_D .
\end{equation}
This is the Debye response, with loss $\chi_0\omega\tau/(1+\omega^2\tau^2)$. The mechanism is visible in $H$: at $\omega_0=0$ it commutes with $\sigma_x$, so the dipole is frozen between collisions. Each collision moves it to the equilibrium value of the moment, and on average $\dot p=-\gamma(p-\alpha E)$. The lag of $p$ behind the field is the loss. It needs no resonance.

\textbf{Q.} Is the limit good at every frequency, or does it fail somewhere as $\omega_0$ shrinks?

\textbf{A.} It is uniform. Subtracting,
\begin{equation}
\chi_V-\chi_D=i\omega\chi_0\left[\frac{s}{s^2+\omega_0^2}-\frac1s\right]
=-\frac{i\chi_0\omega\omega_0^2}{s(s^2+\omega_0^2)} .
\label{eq:diff}
\end{equation}
Here $|s|=\sqrt{\gamma^2+\omega^2}$, and
\begin{equation}
|s^2+\omega_0^2|=|\gamma-i(\omega+\omega_0)|\,|\gamma-i(\omega-\omega_0)|
\ge\gamma\sqrt{\gamma^2+\omega^2}.
\end{equation}
With $\gamma^2+\omega^2\ge2\gamma\omega$ this gives
\begin{equation}
|\chi_V-\chi_D|\le\frac{\chi_0\omega\omega_0^2}{\gamma(\gamma^2+\omega^2)}
\le\frac{\chi_0\omega_0^2}{2\gamma^2}.
\end{equation}
Thus $\omega_0\ll\gamma$ is sufficient for Debye behaviour at every $\omega$.

\textbf{Q.} The Lorentz oscillator is damped as well. Why does it not do the same?

\textbf{A.} Take the imaginary part of \eqref{eq:lor} and drop the first square in the denominator:
\begin{equation}
\chi_L''=\frac{\chi_0\omega_0^2\Gamma\omega}
{(\omega_0^2-\omega^2)^2+\Gamma^2\omega^2}
\le\frac{\chi_0\omega_0^2}{\Gamma\omega}.
\label{eq:lbound}
\end{equation}
At any fixed $\omega>0$ this vanishes as $\omega_0^2$. In the equation of motion $\ddot p+\Gamma\dot p+\omega_0^2p=\omega_0^2\alpha E$, the field acts through a force proportional to $\omega_0^2$, because the static response is fixed. That force disappears with the spring, and no other term draws $p$ towards $\alpha E$.

\textbf{Q.} You are comparing a collision model with a friction model. Perhaps friction is the difference.

\textbf{A.} Keep the collisions and change what they do. Let each one leave the dipole in its field-free equilibrium, $p=\dot p=0$. Then \eqref{eq:reset} is absent, and \eqref{eq:driven} gives
\begin{equation}
\chi=\frac{\chi_0\omega_0^2}{s^2+\omega_0^2}
=\frac{\chi_0\omega_0^2}{\omega_0^2+\gamma^2-\omega^2-2i\gamma\omega}.
\end{equation}
This is a Lorentz form with damping $2\gamma$ and squared frequency $\omega_0^2+\gamma^2$. Its static value $\chi_0\omega_0^2/(\omega_0^2+\gamma^2)$ also vanishes with $\omega_0$, so it is not the oscillator of fixed static strength, but it loses its absorption too. The density-matrix calculation at $\omega_0=10^{-4}\gamma$, $\omega=0.8\gamma$ separates the two rules. Resetting to equilibrium in the field gives a loss of $0.48780\,\chi_0$, equal to the Debye value to the digits shown. Resetting to field-free equilibrium leaves $|\chi|=6.1\times10^{-9}\chi_0$. Within this model, the field-following reset supplies the Debye loss.

\section{Where the Lorentz strength goes}

\textbf{Q.} Something is wrong. The static response is fixed at $\chi_0$, and static response and loss are tied together by causality. The loss cannot just vanish.

\textbf{A.} It moves to zero frequency. The relevant weight is
\begin{equation}
I=\int_0^\infty\frac{\chi_L''}{\chi_0}\frac{d\omega}{\omega}
=\int_0^\infty\frac{\omega_0^2}{\omega^2}\,
\frac{\Gamma}{y^2+\Gamma^2}\,d\omega,\qquad y=\omega-\frac{\omega_0^2}{\omega},
\end{equation}
where numerator and denominator were divided by $\omega^2$. The substitution $\omega\to\omega_0^2/\omega$ turns $y$ into $-y$ and $(\omega_0^2/\omega^2)d\omega$ into $d\omega$, up to the reversed limits, so that also
\begin{equation}
I=\int_0^\infty\frac{\Gamma}{y^2+\Gamma^2}\,d\omega .
\label{eq:second}
\end{equation}
Take half the sum of the two forms and use $dy=(1+\omega_0^2/\omega^2)d\omega$:
\begin{equation}
I=\frac12\int_{-\infty}^{\infty}\frac{\Gamma\,dy}{y^2+\Gamma^2}=\frac\pi2 .
\end{equation}
The weight does not depend on $\omega_0$. By \eqref{eq:lbound}, however, the part above a chosen $\omega_{\min}$ is at most
\begin{equation}
\int_{\omega_{\min}}^\infty\frac{\omega_0^2}{\Gamma\omega^2}\,d\omega
=\frac{\omega_0^2}{\Gamma\omega_{\min}}\to0 .
\end{equation}

\textbf{Q.} So a loss peak survives?

\textbf{A.} Yes, and the limit is therefore not uniform down to $\omega=0$. For $\omega_0\ll\Gamma$ and $\omega\ll\omega_0$, neglect $\omega^2$ beside $\omega_0^2$ in \eqref{eq:lor}:
\begin{equation}
\chi_L\simeq\frac{\chi_0}{1-i\omega\Gamma/\omega_0^2}.
\end{equation}
This is a Debye curve with the ever slower rate $\omega_0^2/\Gamma$. Its peak of height near $\chi_0/2$ sits at $\omega\simeq\omega_0^2/\Gamma$, where $\omega^2/\omega_0^2\simeq\omega_0^2/\Gamma^2$ is indeed small.

\textbf{Q.} Then a Lorentz oscillator can be a Debye relaxator after all.

\textbf{A.} At a finite rate it can, but by another limit. Set $\Gamma=\omega_0^2\tau$ and let $\omega_0$ grow. Then $\chi_L=\chi_0/(1-\omega^2/\omega_0^2-i\omega\tau)$ tends to $\chi_D$ at fixed $\omega$. This is strong friction on a stiff spring, not a vanishing resonance at fixed damping.

\textbf{Q.} Do the absorbed powers tell the same story?

\textbf{A.} They add a warning. From \eqref{eq:second},
\begin{equation}
\int_0^\infty\omega\chi_L''\,d\omega
=\chi_0\omega_0^2\int_0^\infty\frac{\Gamma\,d\omega}{y^2+\Gamma^2}
=\frac\pi2\chi_0\omega_0^2 ,
\end{equation}
which vanishes with $\omega_0$. For the Van Vleck-Weisskopf shape, \eqref{eq:loss} gives $\omega\chi_V''\to\chi_0\gamma$ at high frequency, so the same integral diverges. The cause is that each collision moves $p$, in zero time, to a value set by the field of that instant. A jump alone is not enough: with the field-free reset $p$ also jumps, but the integral is again $\tfrac\pi2\chi_0\omega_0^2$. The model cannot be trusted once $\omega$ times the duration of a collision approaches one.

\section{A gas near atmospheric pressure}

\textbf{Q.} Put numbers in.

\textbf{A.} Take a polar gas with a microwave doublet at 760 Torr and 300 K, with a collision half width of 20 MHz/Torr. Then $\gamma/2\pi=760\times20\ \mathrm{MHz}=15.2$ GHz and $\tau=10.5$ ps. The density is $N=P/kT=2.45\times10^{25}\ \mathrm{m^{-3}}$. The root-mean-square dipole component along the field is 0.6 D, or $2.0\times10^{-30}$ C\,m, so
\begin{equation}
\chi_0=\frac{Nd^2}{\varepsilon_0kT}=2.67\times10^{-3}.
\end{equation}
I probe at 15 GHz, where the Debye loss is $1.34\times10^{-3}$. For the Lorentz oscillator I choose $\Gamma=2\gamma$, so that both shapes have half width $\gamma$ when the resonance is narrow. Only $f_0=\omega_0/2\pi$ changes between rows:
\begin{center}
\begin{tabular}{rccc}
$f_0$ (GHz) & $\chi_V''/\chi_D''$ & $\chi_L''/\chi_D''$ & Lorentz peak (GHz)\\
24 & 0.861 & 1.59 & 19.3\\
12 & 1.187 & 0.612 & 5.36\\
6 & 1.070 & 0.135 & 1.23\\
3 & 1.019 & 0.032 & 0.299\\
1 & 1.002 & 0.0035 & 0.033\\
0.1 & 1.00002 & 0.000035 & 0.00033
\end{tabular}
\end{center}

\textbf{Q.} The second column starts below one, overshoots, and then comes down. Is that numerical trouble?

\textbf{A.} No. Put \eqref{eq:loss} over a common denominator and write $A=\gamma^2+\omega^2$:
\begin{equation}
\frac{\chi_V''}{\chi_D''}
=\frac{A(A+\omega_0^2)}{(A+\omega_0^2)^2-4\omega^2\omega_0^2}.
\end{equation}
This exceeds one when $4\omega^2\omega_0^2>\omega_0^2(A+\omega_0^2)$, that is, when $\omega_0^2<3\omega^2-\gamma^2$. Here the crossing lies at $f_0=\sqrt{3\times15^2-15.2^2}=21.1$ GHz, between the first two rows.

\textbf{Q.} And the Lorentz column?

\textbf{A.} At $f_0=1$ GHz, with all frequencies in GHz,
\begin{equation}
\frac{\chi_L''}{\chi_0}=\frac{1^2\times30.4\times15}{(1-225)^2+(30.4\times15)^2}
=1.77\times10^{-3},
\end{equation}
so $\chi_L''=4.7\times10^{-6}$. The peak has height $0.5005\,\chi_0$ but lies at 33 MHz, and 2.0\% of the weight $I$ remains above 1 GHz. In a dilute gas the wave number is close to $(\omega/c)(1+\chi/2)$, so intensity decays at the rate $\omega\chi''/c$. At $f_0=0.1$ GHz this is $0.42\ \mathrm{m^{-1}}$, or 1.8 dB/m, for Van Vleck-Weisskopf, and $1.5\times10^{-5}\ \mathrm{m^{-1}}$, or $6.4\times10^{-5}$ dB/m, for Lorentz.

\textbf{Q.} Would a real gas give 1.8 dB/m?

\textbf{A.} These are round parameters in the rough regime of inversion doublets of polar gases, not data for a substance. Nor can one lower $f_0$ at will in a given gas. Raising the pressure lowers $\omega_0/\gamma$ instead, but it changes $\chi_0$ and $\gamma$ too, and it can shift the line itself. One doubtful assumption is the instantaneous collision. At a relative speed of 797 m/s, for a mass of 20 u, the assumed rate requires a collision radius of 1.25 nm. The radius divided by the speed gives a duration near 1.6 ps, and a straight passage through the collision sphere takes 2.1 ps on average. These times are 15\% and 20\% of $\tau$, and $\omega$ times the duration is nearly the same, since $\omega\simeq\gamma$ here. I take this as the likely scale of the relative error that the finite duration causes in the loss; it is an estimate, not a bound. A sphere of that radius $R$ holds $\tfrac43\pi R^3N=0.20$ other molecules on average, so at this pressure collisions also begin to overlap, and the picture of independent two-body events is only approximate. Collisions may also thermalize the dipole incompletely. If each one moves the whole state the same fraction $a$ of the way to equilibrium, the shape is unchanged and $\gamma$ is replaced by $a\gamma$. If $p$ and $\dot p$ relax by different fractions, the shape and position of a line at finite $\omega_0$ change, by an amount not calculated here.

The other effects sized are smaller. A rotational line at 600 GHz with the same $\chi_0$ and $\gamma$ would add 0.13\% of the Debye loss with the shape \eqref{eq:loss}, or 0.25\% with the Lorentz shape and $\Gamma=2\gamma$, and in proportion if it were stronger. The local field changes $\chi_0$ by about $\chi_0/3$, or 0.09\%, relative to itself. At a probe field of 1 V/cm the saturation parameter $dE\tau/\hbar$ is $2\times10^{-5}$, and the relative change of the loss is at most of the order of its square. The Doppler width at 24 GHz is $2\times10^{-6}$ of the collision width, and $\chi_0$ varies by $1.2\times10^{-6}$ of itself between $f_0=24$ GHz and zero, which justifies holding it fixed in the table. The numerical output gives the remaining values.

\section*{Computed results}
\begin{verbatim}
Collision average, VVW error: 5.1e-09 (units chi0)
Collision average, free-reset error: 8.8e-09 (units chi0)
Simulated loss, w0=1e-4 g, w=0.8 g: 0.48780 chi0
Debye loss at w=0.8 g: 0.48780 chi0
Same, field-free reset: |chi| = 6.1e-09 chi0
Lorentz time-integration error: 4.6e-14 (units chi0)
Pressure: 760 Torr; temperature: 300 K
Broadening: 20 MHz/Torr; dipole: 0.6 D
Number density: 2.446e+25 m^-3
Half width g/2pi: 15.20 GHz; tau: 10.47 ps
Lorentz damping G/2pi: 30.40 GHz
Static susceptibility chi0: 2.6719e-03
Probe frequency: 15.0 GHz
Debye loss at probe: 1.3358e-03
f0 (GHz) | VVW loss | VVW/Debye | Lorentz loss | Lorentz/Debye
 24.0 | 1.1500e-03 | 0.860885 | 2.119e-03 | 1.587e+00
 12.0 | 1.5862e-03 | 1.187436 | 8.179e-04 | 6.123e-01
  6.0 | 1.4294e-03 | 1.070035 | 1.800e-04 | 1.348e-01
  3.0 | 1.3610e-03 | 1.018806 | 4.307e-05 | 3.224e-02
  1.0 | 1.3387e-03 | 1.002130 | 4.720e-06 | 3.534e-03
  0.1 | 1.3359e-03 | 1.000021 | 4.712e-08 | 3.528e-05
f0 (GHz) | Lorentz peak (GHz) | height/chi0 | weight above 1 GHz
 24.0 | 1.930e+01 | 0.8763 | 9.664e-01
 12.0 | 5.360e+00 | 0.5890 | 8.670e-01
  6.0 | 1.230e+00 | 0.5202 | 5.483e-01
  3.0 | 2.988e-01 | 0.5049 | 1.770e-01
  1.0 | 3.294e-02 | 0.5005 | 1.992e-02
  0.1 | 3.288e-04 | 0.5000 | 1.988e-04
Absorption, f0=0.1 GHz, VVW: 0.4200 1/m = 1.824 dB/m
Absorption, f0=0.1 GHz, Lorentz: 1.48e-05 1/m = 6.43e-05 dB/m
Molecular mass: 20 u; relative speed: 797 m/s
Collision radius from rate: 1.25 nm
Collision duration: 1.57 ps
Collision duration / tau: 0.150
Probe w times duration: 0.148
Rotational line at 600 GHz, equal chi0, loss/Debye: 1.27e-03
Local-field correction chi0/3: 8.91e-04
Probe field: 1 V/cm; d E tau/hbar: 1.99e-05
Doppler half width at 24 GHz / collision half width: 2.2e-06
Relative change of chi0, f0 24 -> 0 GHz: 1.23e-06
\end{verbatim}
